# Kinetic inductance of a metal wire and its reactance-to-resistance ratio

A straight metal wire has a uniform cross-section of area $A$ and contains $n$ conduction electrons per volume, each of mass $m$. A time-dependent electric field $E(t)$ acts along the wire and drives a current $I(t)$. The problem asks how the inertia of the electrons appears in the impedance of the wire, and how it compares with the resistance and with the ordinary magnetic inductance.

The algebra uses atomic units, $e=\hbar=1$, with electron charge $-1$ and $m=1$ for free electrons. The symbol $m$ is kept so that inertia can be followed through the equations. Magnetic equations have their SI form with $\mu_0=4\pi/c^2$. Numbers are given in eV and Å.

The model rests on these assumptions:

- The band is parabolic and the response is linear in the field.
- All electrons share one relaxation time $\tau$, until part (h).
- The walls reflect specularly, so a reflection leaves the momentum along the wire unchanged.
- Displacement current and the polarization of bound electrons are neglected.

In parts (a) to (d), $E$ is the total field inside the metal, including any field induced by changing magnetic flux, and it is uniform over the cross-section.

## (a) The equation of motion of the drift

**In a time $dt$ each electron collides with probability $dt/\tau$, and a collision leaves it with zero mean momentum. Find the equation for the mean velocity $v$ along the wire.**

Let $p=mv$ be the mean momentum per electron. During $dt$ the force $-E$ adds $-E\,dt$. The fraction $1-dt/\tau$ that has not collided keeps its momentum. The fraction $dt/\tau$ that has collided contributes only what it gained after its collision, which is of order $dt^2$. Therefore

$$p(t+dt)=\left(1-\frac{dt}{\tau}\right)\left[p(t)-E\,dt\right]+O(dt^2).$$

Expanding, subtracting $p(t)$ and dividing by $dt$ gives

$$m\frac{dv}{dt}=-E-\frac{mv}{\tau}. \tag{1}$$

The same law follows from the histories of the electrons. The time $s$ since the last collision has probability density $e^{-s/\tau}/\tau$, and an electron accelerates freely during that time:

$$v(t)=-\frac1m\int_0^\infty ds\,\frac{e^{-s/\tau}}{\tau}\int_{t-s}^{t}E(t')\,dt'.$$

A given $t'$ contributes for all $s>t-t'$. Doing the $s$ integral first gives

$$v(t)=-\frac1m\int_{-\infty}^{t}E(t')\,e^{-(t-t')/\tau}\,dt'.$$

Differentiation produces $-E(t)/m$ from the upper limit and $-v/\tau$ from the exponential, which is equation (1). The friction term is thus an average over free flights. No individual electron feels a steady drag.

## (b) Inductance and resistance per length

**Write equation (1) as a relation between $E$ and $I$, and identify the circuit elements.**

The current is charge density times area times velocity, $I=-nAv$, so $v=-I/(nA)$. Substitution in (1) gives

$$-\frac{m}{nA}\frac{dI}{dt}=-E+\frac{m}{nA\tau}I .$$

Solving for the field,

$$E=\frac{m}{nA}\frac{dI}{dt}+\frac{m}{nA\tau}I. \tag{2}$$

The field is a voltage drop per length. A resistor and an inductor in series obey $E=L\,dI/dt+RI$, so

$$L_k=\frac{m}{nA},\qquad R=\frac{m}{nA\tau}=\frac{L_k}{\tau}. \tag{3}$$

To restore the charge, note that the force is $-eE$ and the current is $-neAv$. Each contributes one factor of $e$ to the denominator:

$$L_k=\frac{m}{ne^2A},\qquad R=\frac{m}{ne^2\tau A}.$$

This is the kinetic inductance. It contains no magnetic field: a voltage is needed to change the current because the carriers have mass. It grows as the wire gets thinner, since fewer electrons must then move faster to carry the same current.

If the field in the metal is switched off, (2) gives $I(t)=I(0)e^{-t/\tau}$. The time constant $L_k/R$ is the relaxation time itself.

## (c) The ratio of reactance to resistance

**For a field of angular frequency $\omega$, find the impedance and the ratio of its kinetic reactance to its resistance.**

Write $E=\mathrm{Re}(E_0e^{-i\omega t})$ and $I=\mathrm{Re}(I_0e^{-i\omega t})$. With this sign convention $d/dt$ becomes $-i\omega$, and an inductive impedance has a negative imaginary part. Equation (2) becomes

$$Z=\frac{E_0}{I_0}=\frac{m}{nA}\left(\frac1\tau-i\omega\right)=R-i\omega L_k. \tag{4}$$

The kinetic reactance is $X_k=\omega L_k$, and

$$\frac{X_k}{R}=\frac{\omega\,m/(nA)}{m/(nA\tau)}=\omega\tau. \tag{5}$$

The density, mass and area cancel because inertia and friction act on the same moving electrons. Within this model the result holds at every frequency, since no expansion in $\omega\tau$ was made.

The field leads the current by the angle $\arctan(\omega\tau)$. For $\omega\tau\ll1$ an electron collides many times per cycle and the wire is mainly resistive. For $\omega\tau\gg1$ it completes many cycles between collisions and inertia dominates.

Since $Z=1/(\sigma A)$ for a uniform field, (4) is equivalent to the Drude conductivity

$$\sigma(\omega)=\frac{n}{m}\,\frac{1}{1/\tau-i\omega}. \tag{6}$$

## (d) Where the energy is stored, and the Pauli principle

**Show that $L_kI^2/2$ is the kinetic energy of the drift. Then explain why all $n$ electrons count, although a weak field changes the occupation only near the Fermi surface.**

Multiplying (2) by $I$ gives the power delivered per length:

$$EI=\frac{d}{dt}\left(\frac12L_kI^2\right)+RI^2.$$

The second term is the rate at which drift energy is lost to random motion of the electrons and to the lattice. With $I^2=n^2A^2v^2$, the stored energy is

$$\frac12L_kI^2=\frac12\,\frac{m}{nA}\,n^2A^2v^2=nA\,\frac{mv^2}{2},$$

the drift energy of the $nA$ electrons in a unit length. This is the energy of the mean motion only. In the picture of part (a) the velocity gained since the last collision varies with the flight time $s$. In a steady field $\langle s^2\rangle=2\tau^2$, so the mean square of the gained velocity is $2v^2$; the other half is spread about the mean and counts as random motion. The rigid shift used below describes the mean motion alone.

Now take a Fermi sphere of radius $k_F$ and shift every occupied state by $\mathbf q$, with $q=m|v|$. The energy of one state becomes

$$\frac{(\mathbf k+\mathbf q)^2}{2m}=\frac{k^2}{2m}+\frac{\mathbf k\cdot\mathbf q}{m}+\frac{q^2}{2m}.$$

In the sum over the original sphere the middle term cancels between $\mathbf k$ and $-\mathbf k$. The energy density rises by $\Delta u=nq^2/(2m)$, which is the drift energy found above.

The same energy can be counted at the surface. To leading order in $q$, the shifted sphere has its edge at $k_F+\delta$ in the direction $\theta$, with $\delta=q\cos\theta$. Because the number of electrons is unchanged, energies may be measured from the Fermi energy; near the edge they are $k_F(k-k_F)/m$. With two spin states per $(2\pi)^3$ of wavevector space,

$$\Delta u=\frac{2}{(2\pi)^3}\int d\Omega\;k_F^2\,\frac{k_F}{m}\,\frac{\delta^2}{2}
=\frac{k_F^3q^2}{8\pi^3m}\int\cos^2\theta\,d\Omega .$$

The angular integral is $4\pi/3$, so $\Delta u=k_F^3q^2/(6\pi^2m)$. Since $n=k_F^3/(3\pi^2)$, this again equals $nq^2/(2m)$. In this count the shift empties a thin layer of states on the trailing side and fills one on the leading side. The layers hold only a fraction of order $q/k_F$ of the electrons, but the energy per electron in them changes by order $k_Fq/m$, so the product is of order $nq^2/m$. The two descriptions count the same energy.

As a numerical check, take $n=0.08$ Å⁻³, for which $k_F=1.333$ Å⁻¹, and a shift of $0.1333$ Å⁻¹. This shift is chosen for the check and is not a realistic drift. Integration over the displaced sphere gives an energy rise of $5.416\times10^{-3}$ eV/Å³, and the inductance obtained from that energy and the current agrees with (3).

## (e) The magnetic inductance

**Let the wire be round, with radius $a$, inside a thin, perfectly conducting coaxial return of radius $b$. Find the magnetic inductance per length for a uniform current density and compare it with $L_k$.**

Ampère's law on a circle of radius $r$ gives

$$B=\frac{2Ir}{c^2a^2}\quad(r<a),\qquad B=\frac{2I}{c^2r}\quad(a<r<b).$$

The energy density is $B^2/(2\mu_0)=c^2B^2/(8\pi)$. With the ring area $2\pi r\,dr$, the energy per length is

$$W=\frac{c^2}{4}\int B^2r\,dr
=\frac{I^2}{c^2a^4}\int_0^a r^3dr+\frac{I^2}{c^2}\int_a^b\frac{dr}{r}
=\frac{I^2}{4c^2}+\frac{I^2}{c^2}\ln\frac ba .$$

Setting $W=L_mI^2/2$ gives

$$L_m=\frac{1}{c^2}\left[\frac12+2\ln\frac ba\right]. \tag{7}$$

The first term is the internal part, the second the external part. To compare with $L_k=m/(n\pi a^2)$, define the length $\lambda$ by $\lambda^2=mc^2/(4\pi n)$. Then $n\pi a^2/(mc^2)=a^2/(4\lambda^2)$, and

$$\frac{L_m}{L_k}=\frac{a^2}{\lambda^2}\left[\frac18+\frac12\ln\frac ba\right]. \tag{8}$$

At fixed $b/a$ the magnetic inductance does not depend on wire size, while the kinetic one grows as $1/a^2$. Kinetic inductance therefore wins in sufficiently thin wires.

## (f) Why the inductances add, and when the field is uniform

**Show that the magnetic inductance is in series with $L_k$ when the current is nearly uniform, and state the condition for this.**

Inside the wire, Faraday's law reads $\nabla\times\mathbf E=i\omega\mathbf B$ and Ampère's law $\nabla\times\mathbf B=\mu_0\sigma\mathbf E$. The field is taken to vary slowly along the wire and to have no divergence, so $\nabla\times\nabla\times\mathbf E=-\nabla^2\mathbf E$. The axial field obeys

$$\frac1r\frac{d}{dr}\left(r\frac{dE}{dr}\right)+k^2E=0,\qquad k^2=i\omega\mu_0\sigma=\frac{i\omega\tau}{\lambda^2(1-i\omega\tau)}. \tag{9}$$

For small $|k^2|a^2$, put the axis value $E_c$ into the term $k^2E$ and integrate twice, keeping the solution finite at $r=0$:

$$E(r)=E_c\left(1-\frac{k^2r^2}{4}\right).$$

The current is

$$I=\sigma E_c\int_0^a\left(1-\frac{k^2r^2}{4}\right)2\pi r\,dr=\sigma AE_c\left(1-\frac{k^2a^2}{8}\right).$$

Dividing the surface field by the current, to first order in $k^2a^2$,

$$\frac{E(a)}{I}=\frac{1}{\sigma A}\left(1-\frac{k^2a^2}{4}+\frac{k^2a^2}{8}\right)=\frac1{\sigma A}-\frac{k^2a^2}{8\sigma A}.$$

In the last term $k^2/\sigma=4\pi i\omega/c^2$ and $a^2/A=1/\pi$. With (4) for $1/(\sigma A)$,

$$\frac{E(a)}{I}=R-i\omega\left(L_k+\frac{1}{2c^2}\right). \tag{10}$$

The internal magnetic term of (7) appears in series with $L_k$.

For the external part, let $V=\int_a^bE_r\,dr$ be the voltage between wire and return. The azimuthal component of Faraday's law is $\partial E_r/\partial z-\partial E_z/\partial r=-\partial B/\partial t$. Integrating it from $a$ to $b$, with $E_z(b)=0$ at the perfect conductor, gives

$$-\frac{\partial V}{\partial z}=E(a)+\frac{d}{dt}\int_a^bB\,dr=E(a)+\frac{2}{c^2}\ln\frac ba\,\frac{dI}{dt}.$$

The voltage drop along the line thus contains all three inductive terms in series. The ratio of the full reactance to the resistance is

$$\frac{\omega(L_k+L_m)}{R}=\omega\tau\left(1+\frac{L_m}{L_k}\right). \tag{11}$$

So $\omega\tau$ is the ratio for the kinetic reactance alone. It approximates the full ratio when $L_m\ll L_k$.

The condition is $|k^2|a^2/4\ll1$. For $\omega\tau\ll1$, $k^2\approx i\omega\tau/\lambda^2$. Writing $k=(1+i)/\delta$, so that $k^2=2i/\delta^2$, gives the skin depth $\delta=\lambda\sqrt{2/(\omega\tau)}$, and the radius must be small against it. For $\omega\tau\gg1$, $k^2\approx-1/\lambda^2$, and the condition becomes $a\ll2\lambda$.

## (g) Numbers for a thin and a thick wire

**Take free electrons with $n=0.08$ Å⁻³, $\hbar/\tau=0.05$ eV, $\hbar\omega=0.001$ eV, $a=100$ Å and $b=1000$ Å. Evaluate the results and check the assumptions. Then consider the internal impedance of a wire with $a=10000$ Å.**

These are round model parameters, not those of a named metal. In eV and Å the mass enters as $m/\hbar^2=0.13123$ eV⁻¹Å⁻², and $A=\pi a^2=31416$ Å². Equation (3) gives

$$L_k=\frac{0.13123}{0.08\times31416}=5.22\times10^{-5}\ \frac{\hbar^2}{e^2\,\text{eV}\,\text{Å}},$$

or 1.41 pH/µm. The resistance follows on multiplying by $\hbar/\tau$:

$$R=0.05\times5.22\times10^{-5}=2.61\times10^{-6}\ \frac{\hbar}{e^2\,\text{Å}},$$

or 107 Ω/µm. The kinetic reactance is $0.001\times5.22\times10^{-5}=5.22\times10^{-8}$ in the same unit as $R$, and

$$\frac{X_k}{R}=\frac{5.22\times10^{-8}}{2.61\times10^{-6}}=0.0200=\frac{0.001}{0.05}.$$

A direct average over collision histories, as in part (a), gives the same ratio.

For the magnetic part, $\lambda=187.9$ Å and $\ln10=2.303$, so (8) gives

$$\frac{L_m}{L_k}=\left(\frac{100}{187.9}\right)^2(0.125+1.151)=0.36 .$$

Inertia supplies the larger share of the inductance. By (11), the full ratio is $0.0200\times1.36=0.027$. The wire is still mainly resistive: a dominant kinetic inductance does not imply a dominant reactance. With $b/a=10$ the two inductances are equal at $a=187.9/\sqrt{1.276}=166$ Å.

The field changes between axis and surface by a fraction $|k^2|a^2/4\approx0.02\times0.283/4=1.4\times10^{-3}$, so it is nearly uniform. The full radial solution of (9) gives an internal inductance of $5.407\times10^{-5}$ in the unit of $L_k$, in agreement with the sum in (10). The ratio of displacement to conduction current is $4.5\times10^{-7}$.

The mean free path $k_F\tau/m$ is 203 Å, longer than the wire radius. This is why specular walls had to be assumed: with them, the response to a uniform field keeps the bulk $\tau$. This is an idealization. With fully diffuse walls and the same mean free path, the resistance at this radius would be about twice as large and the low-frequency kinetic inductance about $0.93L_k$. The local conductivity in (9) is a further assumption of the model at this radius. It affects how the small correction to the current is distributed over the cross-section, but not the first-order magnetic term in (10). With specular walls and a single $\tau$, electrons remain uniformly spread over the cross-section as they move, so the total current depends only on the area average of the field.

For $a=10000$ Å the skin depth is $187.9\sqrt{2/0.02}\approx1880$ Å, much less than the radius. The current then flows in a surface layer. The mean free path is about a tenth of the skin depth, so the local conductivity in (9) is a fair approximation; nonlocal response shifts the ratio below by about 0.004. At depth $s$ the field is approximately $E(a)e^{iks}$, so

$$I\approx2\pi a\sigma E(a)\int_0^\infty e^{iks}ds=2\pi a\sigma E(a)\frac ik,\qquad \frac{E(a)}{I}\approx\frac{-ik}{2\pi a\sigma}.$$

With $k=(1+i)/\delta$ and nearly real $\sigma$, $-ik=(1-i)/\delta$: reactance and resistance become equal. The full radial solution gives a ratio of 0.92 for the internal impedance, and a resistance 2.9 times the uniform-current value. The ratio is far above $\omega\tau=0.02$ because magnetic induction, not inertia, now sets the reactance.

## (h) Electrons with different relaxation times

**Suppose a fraction $w_j$ of the electrons has relaxation time $\tau_j$. Find the ratio in the limits of low and high frequency, for a uniform field.**

All groups feel the same field, so their currents add:

$$\sigma=\frac nm\sum_jw_j\frac{\tau_j}{1-i\omega\tau_j}.$$

Let $\langle\cdot\rangle$ denote the average with weights $w_j$. At low frequency $\tau_j/(1-i\omega\tau_j)\approx\tau_j+i\omega\tau_j^2$, and hence

$$\frac1{\sigma A}\approx\frac{m}{nA}\,\frac{1}{\langle\tau\rangle+i\omega\langle\tau^2\rangle}\approx\frac{m}{nA\langle\tau\rangle}\left(1-i\omega\frac{\langle\tau^2\rangle}{\langle\tau\rangle}\right).$$

The ratio and the effective inductance are therefore

$$\frac XR=\omega\frac{\langle\tau^2\rangle}{\langle\tau\rangle},\qquad L_{\text{eff}}=L_k\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}. \tag{12}$$

Since $\langle\tau^2\rangle-\langle\tau\rangle^2$ is a variance, $L_{\text{eff}}\ge L_k$. At low frequency each group drifts at a speed proportional to its $\tau_j$. Unequal group drifts carry more drift energy, summed over the groups, than one common drift at the same total current.

At high frequency, $1/(1/\tau_j-i\omega)\approx(i/\omega)[1-i/(\omega\tau_j)]$. Averaging and inverting gives

$$\frac{1}{\sigma A}\approx\frac{m}{nA}\left(\left\langle\frac1\tau\right\rangle-i\omega\right).$$

The inductance returns to $L_k$, because inertia gives all groups nearly the same velocity. The ratio becomes $\omega/\langle1/\tau\rangle$.

Take half the electrons with $\hbar/\tau=0.04$ eV and half with 0.08 eV, at $\hbar\omega=0.001$ eV. The times are 25 and 12.5 in units of $\hbar$/eV, so $\langle\tau\rangle=18.75$ and $\langle\tau^2\rangle=390.6$. Equation (12) gives $X/R=0.001\times390.6/18.75=0.0208$, whereas $\omega\langle\tau\rangle=0.0188$. The inductance is raised by the factor $390.6/18.75^2=1.11$. Averages over collision histories confirm both values, as the numerical output shows.

The simple law $X_k/R=\omega\tau$ thus requires a single relaxation time. If rough walls shorten the free flights of some electrons more than others, a single $\tau$ inferred from the resistance need not give the right kinetic reactance. Equation (12) does not describe that case: whether an electron soon hits a wall depends on its position and direction, so it has no constant collision rate, and the bound $L_{\text{eff}}\ge L_k$ need not hold.

## Values computed for the example and the checks

```
carrier density n = 0.08 A^-3
free-electron m/hbar^2 = 0.13123 1/(eV A^2)
hbar/tau = 0.050 eV
hbar*omega = 0.0010 eV
wire radius a = 100 A
return radius b = 1000 A
cross-section A = 31415.9 A^2
kinetic inductance L_k = 5.2216e-05 hbar^2/(e^2 eV A)
L_k converted = 1.4120 pH/um
resistance R = 2.6108e-06 hbar/(e^2 A)
R converted = 107.26 ohm/um
kinetic reactance omega*L_k = 5.2216e-08 hbar/(e^2 A)
omega*tau = 0.02000 (no unit)
X/R from collision histories = 0.02000 (no unit)
Fermi wavenumber = 1.3330 1/A
sphere shift used in test = 0.1333 1/A
energy density rise = 5.4161e-03 eV/A^3
L_k from displaced sphere = 5.2216e-05 hbar^2/(e^2 eV A)
internal magnetic inductance = 1.8491e-06 hbar^2/(e^2 eV A)
external magnetic inductance = 1.7030e-05 hbar^2/(e^2 eV A)
total magnetic inductance L_m = 1.8879e-05 hbar^2/(e^2 eV A)
L_m/L_k = 0.3616 (no unit)
total reactance/resistance = 0.02723 (no unit)
length lambda = 187.9 A
radius for L_m = L_k at b/a = 10: 166.3 A
L_k + internal L_m, sum = 5.40655e-05 hbar^2/(e^2 eV A)
same from radial field = 5.40655e-05 hbar^2/(e^2 eV A)
relative field change, axis to surface = 1.42e-03
mean free path = 203.2 A
displacement/conduction current = 4.53e-07
two-lifetime model, hbar/tau = 0.04, 0.08 eV
two-lifetime X/R, histories = 0.02083 (no unit)
two-lifetime X/R, averages = 0.02083 (no unit)
omega*<tau> there = 0.01875 (no unit)
two-lifetime L/L_k, histories = 1.1111 (no unit)
two-lifetime L/L_k, averages = 1.1111 (no unit)
thick wire radius = 10000 A
thick wire internal X/R = 0.9206 (no unit)
thick wire R / uniform-current R = 2.902 (no unit)
```
